# Epstein Drag on a Sphere with Specular or Diffuse Re-emission

To estimate how long a small particle stays suspended in a deposition chamber whose gas has a mean free path much larger than the particle, one must choose a drag coefficient, and with it a rule for how gas molecules leave the particle's surface. For a slow sphere much smaller than the mean free path, replacing specular reflection by fully diffuse re-emission at the gas temperature multiplies the drag by $1+\pi/8\approx1.393$. At fixed particle size, gas state and weight, the settling speed falls by the same factor.

## Assumptions and the force from one beam

A sphere of radius $a$ is surrounded by a gas with molecular mass $m$, number density $n$, mass density $\rho=nm$, temperature $T$ and pressure $p=nkT$. In the frame of the sphere the gas drifts with velocity $\mathbf u$. A sphere moving with velocity $\mathbf V$ through gas at rest has $\mathbf u=-\mathbf V$, so a force along $\mathbf u$ opposes its motion. Define

$$
s^2=\frac{kT}{m},\qquad \bar v=\sqrt{\frac{8kT}{\pi m}},\qquad s^2=\frac{\pi\bar v^2}{8}. \tag{1}
$$

The mean free path $\lambda$ is much larger than $a$, so departing molecules do not disturb arriving ones. The drift is slow, $u\ll\bar v$. "Isothermal" means that the whole surface has the gas temperature $T$. There is no net condensation: each molecule that strikes is re-emitted promptly from the place where it struck.

Consider first the molecules with one velocity $\mathbf c$. They form a parallel beam with direction $\hat{\mathbf c}$ and strike the sphere at the rate $\pi a^2|\mathbf c|$ per unit number density. A molecule that leaves with velocity $\mathbf c'$ gives the sphere momentum $m(\mathbf c-\mathbf c')$. Averaging over the gas gives

$$
\mathbf F=\pi a^2\rho\,\big\langle|\mathbf c|\,(\mathbf c-\overline{\mathbf c'})\big\rangle , \tag{2}
$$

where the bar averages over impact points and emission directions, and the angle brackets average over the drifting gas.

Impacts are uniform over the disc of area $\pi a^2$ seen by the beam. At impact parameter $b$, the outward normal $\mathbf n$ satisfies $\mathbf n\cdot\hat{\mathbf c}=-\sqrt{1-b^2/a^2}$. Its components perpendicular to the beam average to zero around the azimuth. Hence

$$
\overline{\mathbf n}=-\hat{\mathbf c}\int_0^a\frac{2b\,db}{a^2}\sqrt{1-\frac{b^2}{a^2}}
=-\hat{\mathbf c}\int_0^1\sqrt{y}\,dy=-\frac23\hat{\mathbf c}, \tag{3}
$$

with $y=1-b^2/a^2$.

## The two reflection laws

Specular reflection reverses the normal velocity: $\mathbf c'=\mathbf c-2(\mathbf c\cdot\mathbf n)\mathbf n$. Its component along the incident beam is

$$
\mathbf c'\cdot\hat{\mathbf c}=|\mathbf c|\left[1-2\left(1-\frac{b^2}{a^2}\right)\right]
=|\mathbf c|\left(\frac{2b^2}{a^2}-1\right).
$$

Since $b^2/a^2$ has mean $1/2$ over the disc, this component averages to zero. The perpendicular components vanish by azimuthal symmetry. The reflected molecules therefore carry no net momentum, and

$$
\mathbf F_{\rm spec}=\pi a^2\rho\langle|\mathbf c|\mathbf c\rangle. \tag{4}
$$

This step does not require slow drift.

In diffuse re-emission, tangential velocities average to zero. The normal speed has the flux-weighted half-Maxwellian distribution, proportional to $c\,e^{-c^2/2s^2}$. Its mean is

$$
w=\frac{\int_0^\infty c^2e^{-c^2/2s^2}dc}{\int_0^\infty c\,e^{-c^2/2s^2}dc}
=\frac{s^3\sqrt{\pi/2}}{s^2}=s\sqrt{\frac{\pi}{2}}=\frac{\pi\bar v}{4}. \tag{5}
$$

By (3), $\overline{\mathbf c'}=w\overline{\mathbf n}=-\tfrac23w\hat{\mathbf c}$. Inserting this into (2), and using $|\mathbf c|\hat{\mathbf c}=\mathbf c$ and $\langle\mathbf c\rangle=\mathbf u$, gives

$$
\mathbf F_{\rm diff}=\mathbf F_{\rm spec}+\frac23\pi a^2\rho w\langle\mathbf c\rangle
=\mathbf F_{\rm spec}+\frac{\pi^2}{6}a^2\rho\bar v\,\mathbf u. \tag{6}
$$

The added force is the recoil from emission. It points along the drift because molecules leave preferentially from the side they struck. If they migrated and emerged evenly over the whole surface, the recoils would cancel and the factor would be one. Local re-emission is thus a necessary part of the result.

## Averaging over the slowly drifting gas

The drifting Maxwellian is the Maxwellian at rest multiplied by

$$
\exp\left(\frac{\mathbf c\cdot\mathbf u}{s^2}-\frac{u^2}{2s^2}\right)
=1+\frac{\mathbf c\cdot\mathbf u}{s^2}+O(u^2). \tag{7}
$$

Let a subscript zero denote an average in the gas at rest. The first term of (7) contributes nothing to $\langle|\mathbf c|\mathbf c\rangle$, since its integrand is odd. In the second term, isotropy replaces $c_ic_j$ by $c^2\delta_{ij}/3$:

$$
\langle|\mathbf c|\mathbf c\rangle=\frac{\mathbf u}{3s^2}\langle c^3\rangle_0. \tag{8}
$$

The speed distribution is proportional to $c^2e^{-c^2/2s^2}$. Integration by parts gives

$$
\langle c^{k+2}\rangle_0=(k+3)s^2\langle c^k\rangle_0. \tag{9}
$$

For $k=1$, $\langle c^3\rangle_0=4s^2\bar v$, so $\langle|\mathbf c|\mathbf c\rangle=\tfrac43\bar v\mathbf u$. Equations (4) and (6) become

$$
\mathbf F=\delta\,\frac{4\pi}{3}a^2\rho\bar v\,\mathbf u,\qquad
\delta_{\rm spec}=1,\qquad
\delta_{\rm diff}=1+\frac{\pi^2/6}{4\pi/3}=1+\frac{\pi}{8}. \tag{10}
$$

The next term shows what "slow" requires. Let $c_u$ be the component of $\mathbf c$ along $\mathbf u$. Through order $u^3$, the odd part of the exponential in (7) is $(c_uu/s^2)(1-u^2/2s^2)+c_u^3u^3/6s^6$. Isotropy gives $\langle|\mathbf c|c_u^2\rangle_0=\langle c^3\rangle_0/3$ and $\langle|\mathbf c|c_u^4\rangle_0=\langle c^5\rangle_0/5$, while (9) gives $\langle c^5\rangle_0=24s^4\bar v$. Therefore

$$
\langle|\mathbf c|c_u\rangle
=\frac43\bar vu\left(1-\frac{u^2}{2s^2}\right)+\frac{4}{5}\frac{\bar vu^3}{s^2}
=\frac43\bar vu\left(1+\frac{u^2}{10s^2}\right). \tag{11}
$$

The correction applies to the incident force. The recoil in (6) stays linear in $u$, so the diffuse-to-specular ratio decreases from $1+\pi/8$ as the drift grows from zero.

## The same force from surface stresses

A calculation by surface elements shows where the recoil arises. Write $u_n=\mathbf u\cdot\mathbf n$ and $\mathbf u_t=\mathbf u-u_n\mathbf n$. An arriving molecule has normal velocity $-c$, with $c>0$, and tangential velocity $\mathbf c_t$. The factor in (7) is then $1-cu_n/s^2+\mathbf c_t\cdot\mathbf u_t/s^2$. The required half-range moments are

$$
J_k=\int_0^\infty\frac{c^ke^{-c^2/2s^2}}{\sqrt{2\pi}\,s}\,dc,\qquad
J_1=\frac{\bar v}{4},\quad J_2=\frac{s^2}{2},\quad
J_3=\frac{s^2\bar v}{2},\quad J_4=\frac{3s^4}{2}. \tag{12}
$$

The impact rate per area $\Gamma$ and the incoming momentum per area and time $\mathbf P_{\rm in}$ are

$$
\Gamma=n\left(J_1-\frac{u_n}{s^2}J_2\right)=\frac{n\bar v}{4}-\frac{nu_n}{2}, \tag{13}
$$

$$
\mathbf P_{\rm in}=-\rho\left(J_2-\frac{u_n}{s^2}J_3\right)\mathbf n+\rho J_1\mathbf u_t
=-\frac p2\mathbf n+\frac{\rho\bar v}{2}u_n\mathbf n+\frac{\rho\bar v}{4}\mathbf u_t. \tag{14}
$$

The tangential term uses $\langle c_{t,i}c_{t,j}\rangle_0=s^2\delta_{ij}$. Over the sphere, $\oint u_n\mathbf n\,dA=\tfrac{4\pi}{3}a^2\mathbf u$ and $\oint\mathbf u_t\,dA=\tfrac{8\pi}{3}a^2\mathbf u$, while the uniform pressure cancels. The normal and tangential terms in (14) each supply half of the incident force $\tfrac{4\pi}{3}a^2\rho\bar v\mathbf u$.

Specular reflection doubles the normal stress and cancels the tangential stress, leaving the total unchanged. Diffuse emission adds

$$
-m\Gamma w\mathbf n=-\frac{\pi\rho\bar v^2}{16}\mathbf n+\frac{\pi\rho\bar v}{8}u_n\mathbf n. \tag{15}
$$

The last term integrates to $\pi/8$ times the incident force, in agreement with (10). On the side facing the wind $u_n<0$, so by (13) more molecules arrive and leave, and their stronger recoil pushes the sphere downstream.

Numerical integration of these stresses with the full drifting Maxwellian, at $u=s/1000$, gives factors 1.000000 and 1.392699. A separate simulation of individual impacts at $u=s/2$ gives a diffuse recoil of $1.0005\pm0.0049$ times the value in (6), where the uncertainty is one standard error.

## Other surface conditions

If a fraction $\alpha$ of molecules is emitted diffusely and the rest reflect specularly, independently of velocity and position, the recoil is multiplied by $\alpha$:

$$
\delta=1+\alpha\frac{\pi}{8}. \tag{16}
$$

If the sphere has a uniform temperature $T_s\ne T$, the incident force is unchanged, but (5) makes the emission speed proportional to $\sqrt{T_s}$. For fully diffuse emission,

$$
\delta=1+\frac{\pi}{8}\sqrt{\frac{T_s}{T}}. \tag{17}
$$

A sphere of finite thermal conductivity $\kappa$ need not be uniform in temperature. Neglect thermal radiation, so that the sphere exchanges heat only with the gas. Let the gas be monatomic, the sphere's mean temperature be $T$, and the local surface temperature be $T+\Delta$. The incoming energy per area and time is

$$
Q_{\rm in}=\frac{\rho}{2}\left[J_3+2s^2J_1-\frac{u_n}{s^2}(J_4+2s^2J_2)\right]
=\frac{p\bar v}{2}-\frac54pu_n. \tag{18}
$$

Emitted molecules carry mean energy $2k(T+\Delta)$: half from normal motion and half from the two tangential directions. To first order,

$$
Q_{\rm out}=2k(T+\Delta)\Gamma=\frac{p\bar v}{2}-pu_n+h\Delta,\qquad h=\frac{nk\bar v}{2}. \tag{19}
$$

In steady conduction, a surface variation proportional to $u_n$ extends inside as a linear temperature field. Its inward surface heat flux is $\kappa\Delta/a$. Setting this equal to $Q_{\rm in}-Q_{\rm out}=-pu_n/4-h\Delta$, and using $p/4=hT/2\bar v$, gives

$$
\frac{\Delta}{T}=-\frac{u_n}{2\bar v}\frac{B}{1+B},\qquad B=\frac{ha}{\kappa}. \tag{20}
$$

The emission speed changes by the fraction $\Delta/2T$. The extra recoil stress is therefore

$$
-\frac{\pi\rho\bar v^2}{16}\frac{\Delta}{2T}\mathbf n
=\frac{\pi\rho\bar v}{64}\frac{B}{1+B}u_n\mathbf n,
$$

and

$$
\delta=1+\frac{\pi}{8}+\frac{\pi}{64}\frac{B}{1+B}. \tag{21}
$$

The limit $B\to0$ is the isothermal sphere. The limit $B\to\infty$ is a perfect insulator, with $\delta=1+9\pi/64\approx1.442$. The windward side of an insulator is warmer and emits faster molecules, which raises the drag further.

## A silica particle settling in argon

Take a silica particle with $a=100$ nm in argon at 0.1 Torr and 300 K, after a deposition plasma has been switched off. The gas is taken to be at rest, with feed and pumping stopped; any vertical gas flow would add directly to the particle's velocity. The silica density of 2200 kg/m³ is a rough typical value. The gas has $\rho=2.1353\times10^{-4}$ kg/m³ and $\bar v=398.74$ m/s. The specular drag coefficient is

$$
\gamma_{\rm spec}=\frac{4\pi}{3}(10^{-7})^2(2.1353\times10^{-4})(398.74)
=3.567\times10^{-15}\ {\rm kg/s},
$$

and the diffuse value is $1.3927\,\gamma_{\rm spec}=4.967\times10^{-15}$ kg/s. The particle weighs $9.037\times10^{-17}$ N. Balancing weight against drag gives

$$
V_{\rm spec}=\frac{9.037\times10^{-17}}{3.567\times10^{-15}}=25.3\ {\rm mm/s},\qquad
V_{\rm diff}=\frac{9.037\times10^{-17}}{4.967\times10^{-15}}=18.2\ {\rm mm/s}.
$$

A fall of 10 cm takes 3.95 s with specular reflection and 5.50 s with diffuse re-emission. The stopping times, particle mass divided by $\gamma$, are 2.58 and 1.86 ms, so the initial acceleration hardly affects these times.

The free-molecular assumption is well satisfied: a rough argon collision diameter of 0.36 nm gives $\lambda=0.54$ mm and $a/\lambda=1.9\times10^{-4}$. The particle's rms thermal speed, 36.7 mm/s, exceeds its settling speed. Even so, the finite-speed correction in (11) is only about $3\times10^{-9}$.

Thermal motion spreads the arrival positions. Its velocity variance per axis is $kT$ divided by the particle mass, and its correlation time is the stopping time, so the diffusion coefficient is $D=kT/\gamma$. During the diffuse fall time $t$, the rms spread on one axis is $\sqrt{2Dt}=3.0$ mm. The calculated speed is thus a mean drift, not the path of each particle.

With a rough silica conductivity of 1.4 W/(m K), $B=6.3\times10^{-7}$. A poor bulk conductor can therefore be an isothermal sphere for drag: what counts is conduction across its small radius compared with heat exchange with the thin gas. Internal heat diffusion takes about 12 ns. This is far less than the stopping time, and also far less than the roughly 3 μs in which thermal rotation turns the particle by one radian about a given axis, which supports the steady treatment in (20).

## When a drag coefficient is not enough

A gas temperature gradient can push the particle even without drift. Let the gas carry heat flux $\mathbf q$. The leading heat-flux correction multiplies the Maxwellian at rest by

$$
1+\frac{2\,\mathbf q\cdot\mathbf c}{5ps^2}\left(\frac{c^2}{2s^2}-\frac52\right). \tag{22}
$$

The mean velocity remains zero, because (9) gives $\langle c^4\rangle_0/2s^2-\tfrac52\langle c^2\rangle_0=(\tfrac{15}{2}-\tfrac{15}{2})s^2=0$. For a sphere with uniform surface temperature, the recoil term in (6) then vanishes, and both reflection laws give the same force:

$$
\mathbf F_q=\pi a^2\rho\,\frac{2\mathbf q}{15ps^2}
\left(\frac{\langle c^5\rangle_0}{2s^2}-\frac52\langle c^3\rangle_0\right)
=\frac{4\pi a^2\rho\bar v}{15p}\mathbf q=\frac{32a^2}{15\bar v}\mathbf q. \tag{23}
$$

The bracket equals $(12-10)s^2\bar v$, and the last step uses $\rho/p=1/s^2$ with (1). The force points along the heat flux, toward colder gas. A sphere with large $B$ becomes warmer on the side facing the hotter gas, and the uneven recoil raises the force: for a diffusely emitting perfect insulator (23) is multiplied by $1+5\pi/32\approx1.49$. For the silica particle, with its very small $B$, this effect is negligible. With a rough argon conductivity of 0.018 W/(m K), a gradient of 0.94 K/cm produces a force equal to the particle's weight. This estimate uses the ordinary gas conductivity, so it requires a chamber gap much larger than $\lambda$. It also keeps only the leading correction (22); for hard-sphere molecules, further terms raise the force at a given heat flux by about 3%.

At fixed temperature and particle size, (10) makes the settling speed inversely proportional to pressure. Real surfaces may reflect some molecules specularly: a diffuse fraction of 0.9 lowers the drag by 2.8% relative to fully diffuse emission. A particle still at 400 K in 300 K gas has 4.4% more drag than an isothermal one, but only briefly: with a rough silica heat capacity of 740 J/(kg K), the gas cools it with a time constant of about 6 ms, so a fall lasting seconds is hardly affected. Residual charge can matter more. One elementary charge in a vertical field of 1 V/cm feels a force equal to 18% of the weight and changes the settling speed by that fraction, up or down. Particle size matters too: at fixed density the settling speed is proportional to the radius, so a radius 39% larger would give a diffusely emitting particle the specular speed. To distinguish the two reflection laws from measured settling speeds, one must therefore know the gas pressure and the product of the particle's radius and density well enough, and control or account for gas flow, vertical fields and gas temperature gradients.

## Calculated quantities

```
Diffuse factor, 1+pi/8: 1.392699
Specular factor, surface integral: 1.000000
Diffuse factor, surface integral: 1.392699
Insulator factor, surface integral: 1.441787
Monte Carlo recoil/formula: 1.0005
Monte Carlo standard error: 0.0049
Particle radius: 100 nm
Argon pressure: 0.1 Torr
Gas and particle temperature: 300 K
Argon molecular mass: 39.95 u
Argon collision diameter, rough: 0.36 nm
Argon conductivity, rough: 0.018 W/(m K)
Silica density, rough: 2200 kg/m^3
Silica conductivity, rough: 1.4 W/(m K)
Silica heat capacity, rough: 740 J/(kg K)
Gas density: 2.1353e-04 kg/m^3
Mean molecular speed: 398.74 m/s
Mean free path: 0.540 mm
Particle mass: 9.2153e-18 kg
Particle weight: 9.0372e-17 N
Specular drag coefficient: 3.5665e-15 kg/s
Diffuse drag coefficient: 4.9671e-15 kg/s
Specular stopping time: 2.584 ms
Diffuse stopping time: 1.855 ms
Specular settling speed: 25.34 mm/s
Diffuse settling speed: 18.19 mm/s
Fall height: 10 cm
Specular fall time: 3.95 s
Diffuse fall time: 5.50 s
Radius/mean free path: 1.85e-04
Particle rms thermal speed: 36.7 mm/s
Finite-speed correction scale: 2.69e-09
Internal heat ratio B: 6.33e-07
Relative drag change from B: 2.23e-08
Internal heat diffusion time: 11.6 ns
Hot-particle temperature: 400 K
Hot-particle drag change: 4.36 %
Partial diffuse fraction: 0.9
Partial-diffuse drag change: -2.82 %
Buoyancy/weight: 9.71e-08
Brownian rms spread on one axis: 3.03 mm
Residual electric field: 1.0 V/cm
One-charge electric force/weight: 0.177
Gas gradient balancing weight: 0.938 K/cm
```
